# Sign changes of relativistic exchange energy and potential in the electron gas, part 2

A uniform, spin-unpolarized electron gas of density $n$ at zero temperature fills the positive-energy Dirac states up to $k_F=(3\pi^2 n)^{1/3}$. Its total exchange energy, Coulomb plus transverse-photon exchange with full retardation, is taken to first order in the fine-structure constant $\alpha$. In Hartree atomic units $c=1/\alpha=137.035999$, and $\beta=k_F/c$. With $e_x$ the exchange energy per volume, $\varepsilon_x=e_x/n$ and $v_x=de_x/dn$, the factors $\Phi$ and $S$ are defined by
$$\varepsilon_x=-\frac{3k_F}{4\pi}\,\Phi(\beta),\qquad v_x=-\frac{k_F}{\pi}\,S(\beta).$$
We seek their zeros, $\beta_E$ for $\Phi$ and $\beta_v$ for $S$, the densities $n_E$ and $n_v$ there, and the radii $r_E$ and $r_v$ inside which the density exceeds these values in a model of the gold K shell: two non-interacting Dirac 1s electrons around a point nucleus with $Z=79$.

A scaling estimate used
$$S=\frac{1}{4\beta^3}\frac{d}{d\beta}\left(\beta^4\Phi\right)=\Phi+\frac{\beta}{4}\Phi'$$
and the small-$\beta$ forms $\Phi\approx1-A\beta^2$, $S\approx1-\tfrac32A\beta^2$, with $A$ positive but unknown. The density ratio came out as $(3/2)^{3/2}=1.84$, and $A=1$ gave
$$\beta_E\approx1,\quad n_E\approx8.7\times10^4\ \text{bohr}^{-3};\qquad \beta_v\approx0.82,\quad n_v\approx\frac{8.69\times10^4}{1.84}=4.7\times10^4\ \text{bohr}^{-3}.$$

The exact derivation, in the Coulomb gauge, sets $\hbar=m=c=1$, so momenta are in units of $mc$ and $E_p=\sqrt{1+p^2}$. For orbitals with spinors $u_{\mathbf p},u_{\mathbf q}$, let $\mathbf k=\mathbf p-\mathbf q$, $\Delta=E_p-E_q$, $\rho=u_{\mathbf p}^\dagger u_{\mathbf q}$, and let $\mathbf j_T$ be the part of $\mathbf j=u_{\mathbf p}^\dagger\boldsymbol\alpha\,u_{\mathbf q}$ perpendicular to $\mathbf k$. Then
$$e_x=-2\pi\alpha\iint_{p,q<\beta}\frac{d^3p\,d^3q}{(2\pi)^6}\,K,\qquad K=K_L+K_T=\sum_{\rm spins}\left[\frac{|\rho|^2}{k^2}-\frac{|\mathbf j_T|^2}{k^2-\Delta^2}\right],$$
where $d^3p\,d^3q\to4\pi p^2dp\;2\pi q^2dq\,dx$ with $x=\cos\angle(\mathbf p,\mathbf q)$. With $\eta=\sqrt{1+\beta^2}$, $s=\operatorname{arsinh}\beta$ and $D=\beta\eta-s$, two contributions, $e^{(2)}$ and $e^{(1)}$ in that order, add up to
$$e_x=-\frac{\alpha}{4\pi^3}\left(\beta^4-D^2\right)+\frac{\alpha D^2}{8\pi^3}=-\frac{\alpha}{4\pi^3}\left(\beta^4-\frac32D^2\right).$$

### The factors $\Phi$ and $S$

The unit of energy density used so far is $mc^2/(\hbar/mc)^3=c^5$ in atomic units, and $\alpha\beta^4c^5=(c\beta)^4=k_F^4$. Dividing $e_x=-(k_F^4/4\pi^3)(1-\tfrac32D^2/\beta^4)$ by $n=k_F^3/3\pi^2$ gives the prefactor $-3k_F/4\pi$ and
$$\Phi=1-\frac32R^2,\qquad R=\frac{\beta\eta-s}{\beta^2}.$$
For the potential, $e_x=-(c^4/4\pi^3)\beta^4\Phi$ and $dn/d\beta=c^3\beta^2/\pi^2$, so $v_x=-(c/4\pi\beta^2)\,d(\beta^4\Phi)/d\beta=-(k_F/\pi)S$, with $S$ related to $\Phi$ as in the estimate. The derivative of $D$ is $\eta+\beta^2/\eta-1/\eta=2\beta^2/\eta$, since $\eta^2-1=\beta^2$. Then
$$S=\frac{4\beta^3-3D\cdot2\beta^2/\eta}{4\beta^3}=1-\frac32\,\frac{\beta\eta-s}{\beta\eta}=-\frac12+\frac{3s}{2\beta\eta}.$$

The quantity $R$ has a simple meaning. Integrating $dD/dp=2p^2/E_p$ from $0$ to $\beta$ and setting $p=\beta t$,
$$R=\int_0^1 2t\,\frac{\beta t}{\sqrt{1+\beta^2t^2}}\,dt .$$
The fraction is the speed $v/c$ of an electron of momentum $\beta t$, and the weight $2t$ integrates to one. So $R$ is a mean speed in units of $c$, with weight proportional to $p\,dp$, and $\Phi=1-\tfrac32\bar v^2/c^2$.

For small $\beta$ the square root tends to one, $R\approx2\beta/3$, and $\Phi\approx1-\tfrac23\beta^2$. This establishes $\Phi(0)=1$ and fixes the constant of the estimate at $A=2/3$, so $S\approx1-\beta^2$. For large $\beta$, $R\to1$ and $s/\beta\eta\to0$, so both factors tend to $-1/2$.

### Existence, uniqueness and order of the zeros

The speed at each $t>0$ increases strictly with $\beta$, so $R$ rises strictly from $0$ to $1$. It passes $\sqrt{2/3}=0.816497$ exactly once, and $\Phi$ has exactly one positive zero $\beta_E$.

With $y=2s$ one has $\beta\eta=\tfrac12\sinh y$ and $\beta^2=\tfrac12(\cosh y-1)$. Then $S=-\tfrac12+\tfrac32\,y/\sinh y$. The series $\sinh y/y=1+y^2/3!+y^4/5!+\dots$ increases strictly from $1$ to infinity, so $S$ falls strictly from $1$ to $-1/2$ and has exactly one zero $\beta_v$, at
$$f_v(y)=\sinh y-3y=0,\qquad y>0.$$
The condition $R=\sqrt{2/3}$, multiplied by $2\beta^2$, becomes
$$f_E(y)=\sinh y-y-\sqrt{2/3}\,(\cosh y-1)=0,\qquad y>0.$$
Both equations also hold at $y=0$. That root was introduced by the multiplication and must be avoided.

The order of the zeros follows from $e_x(n)=\int_0^nv_x\,dn'$. The energy density starts at zero and falls as long as $v_x<0$. It has its minimum, which is negative, where $v_x=0$, and it can return to zero only at a higher density. Hence $\beta_v<\beta_E$.

### Finding the roots

Direct evaluation brackets both zeros. At $\beta=1.9$, $\eta=2.14709$ and $s=1.39800$, so $S=-0.5+1.5\times1.39800/(1.9\times2.14709)=+0.01404$. At $\beta=2.0$, $\eta=2.23607$ and $s=1.44364$ give $S=-0.01579$. A straight line between the two puts the zero at $1.9+0.1\times0.01404/0.02983=1.947$. At $\beta=2.5$, $\eta=2.69258$ and $s=1.64723$, so $R=(2.5\times2.69258-1.64723)/6.25=0.81348$ and $\Phi=+0.00739$. At $\beta=2.6$, $R=0.82234$ and $\Phi=-0.01436$. The line gives $2.5+0.1\times0.00739/0.02175=2.534$. The brackets correspond to $y$ between $2.80$ and $2.89$, and between $3.29$ and $3.37$, so $y=3$ is a fair start for Newton's method, $y\to y-f/f'$, in both cases.

For the potential $f_v'=\cosh y-3$. With $\sinh3=10.017875$ and $\cosh3=10.067662$, $f_v=1.017875$ and $f_v'=7.067662$, and the first step is $3-0.144019=2.855981$.

| step | $y$ | $f_v$ | $f_v'$ |
|---|---|---|---|
| 0 | 3.000000 | 1.017875 | 7.067662 |
| 1 | 2.855981 | 0.099054 | 5.724498 |
| 2 | 2.838678 | 0.001290 | 5.575826 |
| 3 | 2.838446 | 0.000000 | 5.573856 |

So $s=y/2=1.419223$, $e^s=4.133908$, $e^{-s}=0.241902$. Half the difference is $\beta_v=1.946003$ and half the sum is $\eta=2.187905$.

For the energy $f_E'=\cosh y-1-\sqrt{2/3}\sinh y$. At $y=3$, $f_E=7.017875-7.403715=-0.385840$ and $f_E'=9.067662-8.179561=0.888101$, and the first step is $3+0.434455$.

| step | $y$ | $f_E$ | $f_E'$ |
|---|---|---|---|
| 0 | 3.000000 | −0.385840 | 0.888101 |
| 1 | 3.434455 | 0.198391 | 1.874919 |
| 2 | 3.328642 | 0.015213 | 1.592465 |
| 3 | 3.319089 | 0.000115 | 1.568438 |
| 4 | 3.319015 | 0.000000 | 1.568255 |

The first step overshoots because the slope at $y=3$ is smaller than the slope over the rest of the way to the root. Here $s=1.659508$, $e^s=5.256722$, $e^{-s}=0.1902326$, which gives $\beta_E=2.533245$ and $\eta=2.723477$.

The potential changes sign at $\beta_v=1.946$, which rounds to $1.95$, and the energy at $\beta_E=2.533$.

### Densities

For the potential, $k_F=137.035999\times1.946003=266.6725$ bohr$^{-1}$, $k_F^3=1.89642\times10^7$, and division by $3\pi^2=29.6088$ gives
$$n_v=6.405\times10^5\ \text{bohr}^{-3}.$$
For the energy, $k_F=137.035999\times2.533245=347.1457$ bohr$^{-1}$, $k_F^3=4.18346\times10^7$, and
$$n_E=1.413\times10^6\ \text{bohr}^{-3}.$$
One bohr is $0.529177$ Å, whose cube is $0.148185$, so these are $4.322\times10^6$ and $9.535\times10^6$ electrons per Å$^3$. The ratio is $n_E/n_v=(\beta_E/\beta_v)^3=2.206$. The radius of a sphere holding one electron, $r_s=(3/4\pi n)^{1/3}$, is $7.197\times10^{-3}$ bohr at $n_v$ and $5.528\times10^{-3}$ bohr at $n_E$.

At $\beta_v$ the condition $\beta\eta=3s$ gives $R=2s/\beta^2=2.838446/3.786928=0.74954$ and $\Phi=0.15729$. The nonrelativistic $\varepsilon_x$ is $-3\times266.6725/4\pi=-63.663$ Ha, so the relativistic value is still negative, $-63.663\times0.15729=-10.01$ Ha. At $\beta_E$, $S=-0.5+1.5\times1.659508/(2.533245\times2.723477)=-0.13920$. The nonrelativistic $v_x$ is $-347.1457/\pi=-110.500$ Ha, so the relativistic potential is $+15.38$ Ha. Between the two densities the exchange energy is negative, yet adding an electron raises it.

The kinetic energy at the Fermi surface, $c^2(\eta-1)$, is $2.231\times10^4$ Ha at $n_v$ and $3.236\times10^4$ Ha at $n_E$. The exchange scale $k_F/\pi$ is a few parts in a thousand of this, of order $\alpha$. Exchange is thus a small correction to the kinetic energy at both zeros, as a first-order treatment requires. The zeros are those of the order-$\alpha$ term. The full interaction energy contains correlation terms of higher order in $\alpha$ and vanishes at a somewhat different density.

### Which part is responsible

The Coulomb kernel is $K_L=(E_pE_q+\mathbf p\cdot\mathbf q+1)/(E_pE_qk^2)$, and it is positive because $E_pE_q>pq\ge|\mathbf p\cdot\mathbf q|$. The Coulomb exchange energy is then negative at every density. It also becomes more negative as the Fermi sphere grows, since a positive integrand is integrated over a larger region, so its potential is negative too. Neither changes sign, and the word "total" in the problem is essential.

The split $\Phi=\Phi_L+\Phi_T$ at $\beta_E$ can be found by numerical integration of $K_L$ and $K_T$. The constants collected for $e^{(2)}$ give $\Phi_{L,T}=(2/\beta^4)\int_0^\beta p^2dp\int_0^pq^2dq\int_{-1}^1dx\,K_{L,T}$. Gauss–Legendre quadrature in the three variables, with the substitution $q=p(1-w^3)$ and with $\ln(k^2-\Delta^2)$ as the angular variable to absorb the singularity at $\mathbf p=\mathbf q$, gives $\Phi_L=0.849$ and $\Phi_T=-0.849$. Coulomb exchange has lost 15% of its nonrelativistic value, and the transverse part cancels the rest. At small $\beta$ the split can be found by hand. Expanding $K_L$ for slow electrons gives $2/k^2-\tfrac12$, and the constant $-\tfrac12$ contributes $-\beta^2/9$, so $\Phi_L\approx1-\tfrac19\beta^2$. Of the total $A=\tfrac23$, the transverse part therefore supplies $\tfrac59$ and the weakened Coulomb exchange $\tfrac19$. The split refers to the Coulomb gauge, in which $L$ and $T$ were defined.

### The K shell of gold

In atomic units, with upper and lower two-component parts $\varphi$ and $\zeta$ and the energy $\varepsilon$ counted from $c^2$, the Dirac equation in the potential $-Z/r$ reads
$$(\varepsilon+Z/r)\,\varphi=c\,\boldsymbol\sigma\cdot\mathbf p\,\zeta,\qquad(\varepsilon+2c^2+Z/r)\,\zeta=c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi,\qquad\mathbf p=-i\nabla .$$
Try $\varphi=g\chi$ and $\zeta=i\tau g\,(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi$, with $g=r^{\gamma-1}e^{-\lambda r}$, a constant spinor $\chi$ and constants $\tau,\gamma,\lambda$. One has $\boldsymbol\sigma\cdot\nabla g=g'\,\boldsymbol\sigma\cdot\hat{\mathbf r}$. Also $\boldsymbol\sigma\cdot\nabla[(g/r)\,\boldsymbol\sigma\cdot\mathbf r]=r(g/r)'+3g/r=g'+2g/r$, by $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$ and $\sum_i\sigma_i\sigma_i=3$. With $g'/g=(\gamma-1)/r-\lambda$ the two equations become
$$\varepsilon+\frac Zr=c\tau\left[\frac{\gamma+1}{r}-\lambda\right],\qquad\tau\left(\varepsilon+2c^2+\frac Zr\right)=c\left[\frac{1-\gamma}{r}+\lambda\right].$$
The $1/r$ terms give $Z=c\tau(1+\gamma)$ and $\tau Z=c(1-\gamma)$. Eliminating $\tau$ yields $\gamma^2=1-Z^2/c^2$, and dividing one by the other yields $\tau^2=(1-\gamma)/(1+\gamma)$. The constant terms give $\varepsilon=-c\tau\lambda$ and $\tau(\varepsilon+2c^2)=c\lambda$, so $\lambda=2c\tau/(1+\tau^2)=c\tau(1+\gamma)=Z$. For $Z=79$, $Z/c=0.57649$ and $\gamma=0.81710$; the negative root makes $r^2g^2$ non-integrable at the origin. The state has no radial node and is the 1s state.

The density of one electron is proportional to $(1+\tau^2)g^2$ and is spherical. Since $4\pi\int_0^\infty r^{2\gamma}e^{-2Zr}dr=4\pi\Gamma(2\gamma+1)/(2Z)^{2\gamma+1}$, normalization to two electrons gives, with $\xi=2Zr$,
$$n(r)=\frac{(2Z)^3}{2\pi\Gamma(2\gamma+1)}\,\xi^{2\gamma-2}e^{-\xi}.$$
Here $\Gamma(2.6342)=1.46723$, the prefactor is $158^3/(2\pi\times1.46723)=4.2785\times10^5$ bohr$^{-3}$, and the exponent is $2\gamma-2=-0.3658$. The density falls monotonically from infinity, so each threshold is met at one radius.

The equations are $\xi^{-0.3658}e^{-\xi}=6.405/4.2785=1.497$ and $14.129/4.2785=3.302$. Brent's root-finding method gives $\xi=0.1948$ and $\xi=0.0347$. Substituting the first, $0.3658\times1.6358-0.1948=0.4036$ and $e^{0.4036}=1.497$. Dividing by $158$,
$$r_v=1.23\times10^{-3}\ \text{bohr}=65\ \text{fm},\qquad r_E=2.2\times10^{-4}\ \text{bohr}=12\ \text{fm}.$$
The number of electrons inside is $[2/\Gamma(2\gamma+1)]\int_0^\xi t^{2\gamma}e^{-t}dt$, an incomplete gamma function, which evaluates to $6.0\times10^{-3}$ inside $r_v$ and $7\times10^{-5}$ inside $r_E$.

At the characteristic radius of the shell, $r=1/Z=0.01266$ bohr or $\xi=2$, the density is $4.2785\times10^5\times2^{-0.3658}e^{-2}=4.49\times10^4$ bohr$^{-3}$. Then $\beta=(3\pi^2n)^{1/3}/c=0.80$, $\Phi=0.69$ and $S=0.57$. The relativistic factor is far from one there, and also far from zero. Setting $\gamma=1$ and $\Gamma(3)=2$ gives the Schrödinger density, whose largest value is $n(0)=2Z^3/\pi=3.14\times10^5$ bohr$^{-3}$, or $\beta=1.53$. That is below both thresholds, so in this model the sign changes are reached only through the relativistic factor $\xi^{2\gamma-2}$.

These radii carry the limits of the model. Screening and the other shells are left out. The gold nucleus has a radius of roughly 7 fm, and an extended nucleus removes the divergence of the density. Solving the Dirac equation for a nucleus of that size moves $r_E$ from 12 to about 10 fm and leaves $r_v$ at 65 fm; the density of the two electrons near the centre is then about $1.8\times10^6$ bohr$^{-3}$, still above $n_E$. The other shells matter more. A self-consistent Dirac calculation for all 79 electrons, with an extended nucleus and nonrelativistic local exchange, gives about $2.2\times10^6$ bohr$^{-3}$ near the centre, $r_v\approx86$ fm and $r_E\approx16$ fm. The model radii are therefore too small by about a quarter as values for the gold atom. Further, $k_Fr_v=266.67\times1.233\times10^{-3}=0.33$ and $k_Fr_E=347.15\times2.197\times10^{-4}=0.076$. Both regions are much smaller than the local Fermi wavelength, so the uniform gas does not describe the electrons there. The radii say where a local-density formula built on $\Phi$ and $S$ changes sign, and they make no statement about the exact exchange potential of the atom.

## Estimate and exact result compared

The estimate gave the right sign of the magnetic term, the right scale $c^3/3\pi^2$ and the right order of the zeros. Its density ratio $1.84$ is 17% below the exact $2.206$; in terms of $\beta_v/\beta_E$ the figures are $0.816$ and $1.946/2.533=0.768$.

The positions were too low. With $A=1$ the exact $\beta_E$ is $2.53$ times the estimate, and the exact $\beta_v$ is $1.946/0.8165=2.38$ times the estimate. The density goes as the cube, so the exact $n_E$ and $n_v$ are $2.533^3=16.3$ and $2.383^3=13.5$ times the estimated values. Part of this is the unknown constant. With the true $A=2/3$ the truncated forms vanish at $\beta=\sqrt{3/2}=1/0.8165=1.22$ and at $\beta=1$. The exact zeros are still larger by the factors $2.533\times0.8165=2.07$ and $1.95$ in $\beta$, or $8.8$ and $7.4$ in density.

The remainder comes from the saturation of the speed. In the integral for $R$ the square root is larger than one, so $R<2\beta/3$ for every $\beta>0$ and $\Phi>1-\tfrac23\beta^2$. The value $1.22$ is thus a lower bound on $\beta_E$. At $\beta=1$ the exact $R$ is $\sqrt2-0.88137=0.53284$ against $2/3$, which gives $\Phi=0.574$ where the truncated form gives $1/3$, and $S=0.435$ where the truncated form gives $0$. Since $S$ is decreasing, $\beta_v>1$. The energy vanishes when the mean speed reaches $0.816\,c$, and near that speed momentum buys little velocity: between $\beta=2.5$ and $2.6$, $R$ gains $0.0089$, against $0.067$ for the linear law $2\beta/3$. The existence of the zeros rests on the limit $-1/2$, which the estimate could not supply. It comes from the factor $3/2$ in $\Phi$, of which $1$ belongs to $e^{(2)}$ and $1/2$ to $e^{(1)}$. The part $e^{(2)}$ alone is proportional to $1-R^2$ and stays negative in energy at all densities.

For gold the difference changes the conclusion. The estimated $n_v\approx4.7\times10^4$ bohr$^{-3}$ is close to the model density at $r=1/Z$, and it would have put the reversal of the local potential at the characteristic radius of the K shell. In the two-electron model the exact threshold lies at $r_v$, about a tenth of that radius, and encloses 0.3% of the two electrons; with all shells included it lies at about an eighth of that radius.
